# Smooth and dense Fourier meshes: adjoint transfer and consistent energy derivatives: a numerical check

```python
"""
Double-grid plane-wave scheme.
Result under test: with mesh inner products (volume/N) sum conj(f) g,
zero padding P (smooth to dense) and Fourier truncation T (dense to smooth)
are adjoint, <P f, g>_dense = <f, T g>_smooth. Therefore the truncated dense
potential is the exact derivative of an energy evaluated on the dense mesh
from the padded density, whether or not the smooth density is aliased.
If the smooth mesh has n > 4 m points per axis (m = largest orbital index),
the result also equals that of an all-dense calculation.

Symbols: c = orbital coefficients, beta = projector, Q = augmentation charge
with zero net charge, v = potential on the dense mesh, D = integral of Q v.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.fft import fftn, ifftn

rng = np.random.default_rng(7)


def kept_indices(old_size, new_size):
    """Symmetric index set of the coarser mesh, without its Nyquist index."""
    top = (min(old_size, new_size) - 1) // 2
    k = np.arange(-top, top + 1)
    return k % old_size, k % new_size


def transfer(field, new_shape):
    """Zero padding to a finer mesh, or truncation to a coarser mesh."""
    pairs = [kept_indices(o, n) for o, n in zip(field.shape, new_shape)]
    source = np.ix_(*[p[0] for p in pairs])
    target = np.ix_(*[p[1] for p in pairs])
    coefficients = np.zeros(new_shape, dtype=complex)
    coefficients[target] = (fftn(field) / field.size)[source]
    return ifftn(coefficients) * coefficients.size


# ---------- explicit matrices of the two maps on unequal meshes ----------
small, large = (4, 5, 6), (7, 8, 9)
n_small, n_large = int(np.prod(small)), int(np.prod(large))


def map_matrix(old_shape, new_shape):
    columns = [transfer(unit.reshape(old_shape), new_shape).ravel()
               for unit in np.eye(int(np.prod(old_shape)))]
    return np.array(columns).T


pad_matrix = map_matrix(small, large)
cut_matrix = map_matrix(large, small)
weight_ratio = n_small / n_large
adjoint_error = np.abs(cut_matrix - weight_ratio * pad_matrix.conj().T).max()
unweighted_error = np.abs(cut_matrix - pad_matrix.conj().T).max()
smooth_projector = cut_matrix @ pad_matrix
dense_projector = pad_matrix @ cut_matrix
projector_rank = np.trace(smooth_projector).real
assert adjoint_error < 1e-13
assert unweighted_error > 1e-3
for projector in (smooth_projector, dense_projector):
    assert np.allclose(projector @ projector, projector, atol=1e-12)
    assert np.allclose(projector, projector.conj().T, atol=1e-12)
assert abs(projector_rank - 3 * 5 * 5) < 1e-10
assert np.abs(pad_matrix.imag).max() < 1e-13
assert np.abs(cut_matrix.imag).max() < 1e-13

# A Nyquist coefficient copied to one side only makes a real field complex.
alternating = (-1.0) ** np.arange(10)
one_sided = np.zeros(30, dtype=complex)
one_sided[-5] = (fftn(alternating) / 10)[5]
nyquist_imaginary = np.abs((ifftn(one_sided) * 30).imag).max()
assert nyquist_imaginary > 0.5

# ---------- model cell ----------
side = 6.0
volume = side**3
occupation = 2.0
max_index = 3
well_strength, well_width = 2.0, 0.2
aug_strength, aug_inner, aug_outer = 0.2, 0.3, 0.5
beta_width = 0.5
n_dense = 30
dense_shape = (n_dense,) * 3
dense_weight = volume / n_dense**3
g_unit = 2 * np.pi / side

axis = np.arange(-max_index, max_index + 1)
waves = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
waves = waves.reshape(3, -1).T
waves = waves[(waves**2).sum(axis=1) <= max_index**2]
kinetic = 0.5 * g_unit**2 * (waves**2).sum(axis=1)
wave_difference = waves[:, None, :] - waves[None, :, :]
beta = np.exp(-kinetic * beta_width**2)
beta /= np.linalg.norm(beta)

k_axis = np.fft.fftfreq(n_dense, 1 / n_dense)
kx, ky, kz = np.meshgrid(k_axis, k_axis, k_axis, indexing="ij")
g_squared = g_unit**2 * (kx**2 + ky**2 + kz**2)
coulomb = np.zeros(dense_shape)
coulomb[g_squared > 0] = 4 * np.pi / g_squared[g_squared > 0]


def gaussian(width):
    """Periodic Gaussian with unit integral over the cell."""
    return ifftn(np.exp(-0.5 * g_squared * width**2)).real / dense_weight


v_external = -well_strength * gaussian(well_width)
aug_charge = aug_strength * (gaussian(aug_inner) - gaussian(aug_outer))
assert abs(dense_weight * aug_charge.sum()) < 1e-12


def orbital(c, n):
    box = np.zeros((n, n, n), dtype=complex)
    box[tuple((waves % n).T)] = c
    return ifftn(box) * n**3 / np.sqrt(volume)


def soft_density(c, n):
    return occupation * np.abs(orbital(c, n))**2


def dense_density(c, n):
    padded = transfer(soft_density(c, n), dense_shape).real
    return padded + occupation * abs(beta @ c)**2 * aug_charge


def dense_functional(density):
    """External, Hartree and local exchange energy, and the potential."""
    v_hartree = ifftn(coulomb * fftn(density)).real
    prefactor = -0.75 * (3 / np.pi)**(1 / 3)
    root = np.cbrt(density)
    exchange = prefactor * root**4
    integrand = 0.5 * v_hartree * density + exchange + v_external * density
    potential = v_hartree + 4 / 3 * prefactor * root + v_external
    return dense_weight * integrand.sum(), potential


def total_energy(c, n):
    kinetic_energy = occupation * np.sum(kinetic * np.abs(c)**2)
    return kinetic_energy + dense_functional(dense_density(c, n))[0]


def smooth_potential(v, n, rule):
    if rule == "truncate":
        return transfer(v, (n, n, n)).real
    step = n_dense // n
    return v[::step, ::step, ::step]


def apply_hamiltonian(c, v, n, rule="truncate"):
    product = smooth_potential(v, n, rule) * orbital(c, n)
    local = fftn(product)[tuple((waves % n).T)] * np.sqrt(volume) / n**3
    d_value = dense_weight * np.sum(aug_charge * v)
    return kinetic * c + local + beta * d_value * (beta @ c)


def hamiltonian_matrix(v, n, rule="truncate"):
    v_k = fftn(smooth_potential(v, n, rule)) / n**3
    index = wave_difference % n
    matrix = v_k[index[..., 0], index[..., 1], index[..., 2]]
    d_value = dense_weight * np.sum(aug_charge * v)
    return matrix + np.diag(kinetic) + d_value * np.outer(beta, beta)


def derivative_at_zero(function, h=1e-3):
    """Fourth-order central difference."""
    near = function(h) - function(-h)
    far = function(2 * h) - function(-2 * h)
    return (8 * near - far) / (12 * h)


def random_complex():
    return rng.normal(size=len(waves)) + 1j * rng.normal(size=len(waves))


# ---------- energy derivative against the potential ----------
trial = 0.01 * random_complex()
trial[(waves**2).sum(axis=1) == 0] += 1.0
trial /= np.linalg.norm(trial)
direction = random_complex()
direction /= np.linalg.norm(direction)
gradient_rows = {}
for n in (10, 15):
    numeric = derivative_at_zero(
        lambda t: total_energy(trial + t * direction, n))
    v_trial = dense_functional(dense_density(trial, n))[1]
    formula = {}
    for rule in ("truncate", "sample"):
        h_c = apply_hamiltonian(trial, v_trial, n, rule)
        formula[rule] = 2 * occupation * np.vdot(direction, h_c).real
    matrix_result = hamiltonian_matrix(v_trial, n) @ trial
    fft_result = apply_hamiltonian(trial, v_trial, n)
    assert np.allclose(matrix_result, fft_result, atol=1e-12)
    assert abs(numeric - formula["truncate"]) < 1e-8
    gradient_rows[n] = (numeric, formula["truncate"], formula["sample"])
assert abs(gradient_rows[10][0] - gradient_rows[10][2]) > 1e-5

# ---------- sharp condition for freedom from aliasing ----------
direct_density = soft_density(trial, n_dense)
v_test = dense_functional(dense_density(trial, n_dense))[1]
h_dense = hamiltonian_matrix(v_test, n_dense)
alias_rows = {}
for n in (10, 12, 13, 15):
    padded = transfer(soft_density(trial, n), dense_shape).real
    density_error = np.abs(padded - direct_density).max()
    density_error /= direct_density.mean()
    h_error = np.abs(hamiltonian_matrix(v_test, n) - h_dense).max()
    alias_rows[n] = (density_error, h_error)
    if n > 4 * max_index:
        assert density_error < 1e-11 and h_error < 1e-11
    else:
        assert density_error > 1e-6 and h_error > 1e-6


# ---------- self-consistent solutions ----------
def solve(n, rule):
    c = np.zeros(len(waves), dtype=complex)
    c[(waves**2).sum(axis=1) == 0] = 1.0
    density = dense_density(c, n)
    for _ in range(150):
        v = dense_functional(density)[1]
        levels, vectors = np.linalg.eigh(hamiltonian_matrix(v, n, rule))
        c = vectors[:, 0]
        change = dense_density(c, n) - density
        if np.abs(change).max() < 1e-12:
            break
        density = density + 0.5 * change
    assert np.abs(change).max() < 1e-11
    return c, levels[0], total_energy(c, n)


def slope(c, tangent, n):
    """Energy slope along a path of normalized orbitals."""
    return derivative_at_zero(
        lambda t: total_energy(np.cos(t) * c + np.sin(t) * tangent, n))


c_reference, level_reference, e_reference = solve(n_dense, "truncate")
solutions, slopes = {}, {}
for n in (10, 15):
    for rule in ("truncate", "sample"):
        solutions[n, rule] = solve(n, rule)
    c_cut = solutions[n, "truncate"][0]
    c_sample = solutions[n, "sample"][0]
    v_sample = dense_functional(dense_density(c_sample, n))[1]
    gradient = apply_hamiltonian(c_sample, v_sample, n)
    gradient = gradient - c_sample * np.vdot(c_sample, gradient)
    size = np.linalg.norm(gradient)
    tangent = gradient / size
    slopes[n, "sample"] = slope(c_sample, tangent, n)
    assert abs(slopes[n, "sample"] - 2 * occupation * size) < 1e-7
    tangent = tangent - c_cut * np.vdot(c_cut, tangent)
    tangent /= np.linalg.norm(tangent)
    slopes[n, "truncate"] = slope(c_cut, tangent, n)
    assert abs(slopes[n, "truncate"]) < 1e-8
    assert solutions[n, "sample"][2] > solutions[n, "truncate"][2] + 1e-12
assert slopes[10, "sample"] > 1e-4
assert abs(solutions[15, "truncate"][2] - e_reference) < 1e-10
assert abs(solutions[10, "truncate"][2] - e_reference) > 1e-7

# ---------- the same potential energy on both meshes ----------
c_ten = solutions[10, "truncate"][0]
n_ten = soft_density(c_ten, 10)
v_ten = dense_functional(dense_density(c_ten, 10))[1]
on_dense = dense_weight * np.sum(v_ten * transfer(n_ten, dense_shape).real)
on_smooth = {}
for rule in ("truncate", "sample"):
    v_smooth = smooth_potential(v_ten, 10, rule)
    on_smooth[rule] = volume / 10**3 * np.sum(v_smooth * n_ten)
assert abs(on_dense - on_smooth["truncate"]) < 1e-11
assert abs(on_dense - on_smooth["sample"]) > 1e-6

# ---------- output ----------
print(f"matrix test meshes: {small} and {large}")
print(f"mesh ratio N_s/N_d = {weight_ratio:.6f}")
print(f"max |T - (N_s/N_d) P^dagger| = {adjoint_error:.1e}")
print(f"max |T - P^dagger| (no weights) = {unweighted_error:.4f}")
print(f"rank of TP = {projector_rank:.0f} of {n_small}")
print(f"one-sided Nyquist: max imaginary part = {nyquist_imaginary:.4f}")
print(f"cell side = {side:.1f} bohr, volume = {volume:.1f} bohr^3")
print(f"electrons = {occupation:.0f}, max orbital index m = {max_index}")
print(f"plane waves = {len(waves)}, cutoff = {kinetic.max():.4f} Ha")
print(f"well strength = {well_strength:.1f} Ha bohr^3, "
      f"width = {well_width:.1f} bohr")
print(f"augmentation factor = {aug_strength:.1f}, widths = "
      f"{aug_inner:.1f} and {aug_outer:.1f} bohr")
print(f"projector width = {beta_width:.1f} bohr")
print(f"mesh points: 10^3 = {10**3}, 15^3 = {15**3}, "
      f"30^3 = {n_dense**3}")
for n, row in gradient_rows.items():
    print(f"n={n} dE/dt, finite difference = {row[0]:.9f} Ha")
    print(f"n={n} dE/dt, truncated v = {row[1]:.9f} Ha")
    print(f"n={n} dE/dt, sampled v = {row[2]:.9f} Ha")
for n, row in alias_rows.items():
    print(f"n={n} max density error / mean = {row[0]:.2e}, "
          f"max H error = {row[1]:.2e} Ha")
print(f"all-dense: E = {e_reference:.9f} Ha, "
      f"level = {level_reference:.6f} Ha")
for n in (10, 15):
    for rule in ("truncate", "sample"):
        _, level, energy = solutions[n, rule]
        print(f"n={n} {rule}: E = {energy:.9f} Ha, level = {level:.6f} Ha")
        print(f"n={n} {rule}: slope = {slopes[n, rule]:.2e} Ha/rad")
    excess = solutions[n, "sample"][2] - solutions[n, "truncate"][2]
    shift = solutions[n, "truncate"][2] - e_reference
    print(f"n={n} energy excess from sampling = {excess * 1e6:.4f} microHa")
    print(f"n={n} truncate minus all-dense E = {shift * 1e6:.4f} microHa")
print(f"n=10 integral v n, dense mesh = {on_dense:.9f} Ha")
print(f"n=10 integral v n, smooth, truncated v = "
      f"{on_smooth['truncate']:.9f} Ha")
print(f"n=10 integral v n, smooth, sampled v = "
      f"{on_smooth['sample']:.9f} Ha")
d_final = dense_weight * np.sum(aug_charge * v_ten)
weight_final = occupation * abs(beta @ c_ten)**2
print(f"n=10 D = {d_final:.6f} Ha, projector occupation = {weight_final:.6f}")
minimum = dense_density(c_ten, 10).min()
print(f"n=10 minimum dense density = {minimum:.6f} bohr^-3")
print("success")
```

Printed output:

```
matrix test meshes: (4, 5, 6) and (7, 8, 9)
mesh ratio N_s/N_d = 0.238095
max |T - (N_s/N_d) P^dagger| = 5.6e-17
max |T - P^dagger| (no weights) = 0.4762
rank of TP = 75 of 120
one-sided Nyquist: max imaginary part = 0.8660
cell side = 6.0 bohr, volume = 216.0 bohr^3
electrons = 2, max orbital index m = 3
plane waves = 123, cutoff = 4.9348 Ha
well strength = 2.0 Ha bohr^3, width = 0.2 bohr
augmentation factor = 0.2, widths = 0.3 and 0.5 bohr
projector width = 0.5 bohr
mesh points: 10^3 = 1000, 15^3 = 3375, 30^3 = 27000
n=10 dE/dt, finite difference = -0.064333188 Ha
n=10 dE/dt, truncated v = -0.064333188 Ha
n=10 dE/dt, sampled v = -0.065890819 Ha
n=15 dE/dt, finite difference = -0.064122051 Ha
n=15 dE/dt, truncated v = -0.064122051 Ha
n=15 dE/dt, sampled v = -0.064107313 Ha
n=10 max density error / mean = 1.08e-02, max H error = 5.44e-03 Ha
n=12 max density error / mean = 8.12e-04, max H error = 4.26e-03 Ha
n=13 max density error / mean = 2.62e-15, max H error = 2.30e-17 Ha
n=15 max density error / mean = 2.62e-15, max H error = 2.08e-17 Ha
all-dense: E = -0.415511504 Ha, level = -0.249538 Ha
n=10 truncate: E = -0.415391992 Ha, level = -0.249504 Ha
n=10 truncate: slope = -3.70e-12 Ha/rad
n=10 sample: E = -0.161252522 Ha, level = -0.301704 Ha
n=10 sample: slope = 1.94e+00 Ha/rad
n=10 energy excess from sampling = 254139.4700 microHa
n=10 truncate minus all-dense E = 119.5122 microHa
n=15 truncate: E = -0.415511504 Ha, level = -0.249538 Ha
n=15 truncate: slope = 3.83e-12 Ha/rad
n=15 sample: E = -0.415200226 Ha, level = -0.251388 Ha
n=15 sample: slope = 6.35e-02 Ha/rad
n=15 energy excess from sampling = 311.2781 microHa
n=15 truncate minus all-dense E = 0.0000 microHa
n=10 integral v n, dense mesh = -0.519075294 Ha
n=10 integral v n, smooth, truncated v = -0.519075294 Ha
n=10 integral v n, smooth, sampled v = -0.649911467 Ha
n=10 D = -0.383399 Ha, projector occupation = 0.272475
n=10 minimum dense density = 0.005889 bohr^-3
success
```
